# Image-hump activation energy for field evaporation of an n-fold charged ion

Suppose the cost of pulling a vanadium atom off a cold metal tip as a doubly charged ion is estimated from vacuum energies alone. With rough values, removing the neutral atom costs 5.3 eV and ionising it twice costs 6.7 + 15.0 eV, or 27.0 eV in all. The thermal energy at 60 K is about 5 meV, so the atom should never leave. Crediting the metal with the two electrons it keeps lowers the cost to 18.4 eV, which is still hopeless. It also suggests the wrong charge: a single charge costs only 7.7 eV, yet in the model derived here the barrier for double charge is the first to vanish as the field rises. What is missing is the lowering of the barrier by the field and the image force together, which grows faster than linearly with the charge.

## Assumptions and statement

Hartree atomic units are used until the example. The ion has charge $n$, its distance from the surface is $x$, and the applied field $F>0$ points outward. The removal energy $\Lambda$ takes the neutral atom from its actual surface site to rest in vacuum; for a kink site of a pure solid this is the sublimation energy per atom. The $I_i$ are successive ionisation energies of the free atom, and $\phi$ is the work function of the facet it leaves.

- **A1.** The metal is a perfect planar conductor, and the counter-electrode is far away.
- **A2.** The ion is a point charge, without short-range repulsion or polarisability.
- **A3.** The field does not change the energy of the bound atom.
- **A4.** The atom gives up its electrons inside the hump of the ionic energy curve, so that the escape path passes over that hump.

**Theorem.** Under A1–A4, the activation energy for escape with charge $n$ is
$$Q_n(F)=K_n-n^{3/2}F^{1/2},\qquad K_n=\Lambda+\sum_{i=1}^{n}I_i-n\phi,$$
for $K_n>0$ and $0<F\le F_n$, where $F_n=K_n^2/n^3$ is the field at which it vanishes.

## Lemma 1: the energy without a field

**Lemma 1.** With no applied field, an ion at rest beyond the reach of its image force has energy $K_n$ relative to the bound atom.

*Proof.* Energy differences do not depend on the path, so a convenient one may be used. Remove the neutral atom, at cost $\Lambda$. Strip $n$ electrons from it in vacuum, at cost $\sum I_i$. Return these electrons to the metal at its Fermi level. Taking one electron out costs $\phi$, so returning one releases $\phi$, and the $n$ electrons contribute $-n\phi$. The metal is assumed large enough that $n$ extra electrons do not shift its Fermi level. The sum is $K_n$. $\square$

The work function contains the step in potential across the surface dipole layer, which differs between facets. "Beyond the image force" therefore means a distance that is large for that force but small compared with the facet. Ion and electrons then refer to the same local vacuum level, and $\phi$ belongs to that facet. On a sharp tip the facets are only a few nanometres wide, so this separation of distances is an idealisation: $K_n$ is the value for a wide facet.

## Lemma 2: the ionic energy curve

**Lemma 2.** Under A1 and A2,
$$U(x)=K_n-\frac{n^2}{4x}-nFx .$$

*Proof.* The ion must leave the metal surface an equipotential. An image charge $-n$ at $-x$ achieves this. At distance $\rho$ from the foot of the perpendicular, the ion and its image contribute equally to the normal field, which is $-2nx/(x^2+\rho^2)^{3/2}$. The normal field outside a conductor is $4\pi$ times the surface charge density, so the induced density is
$$\sigma(\rho)=-\frac{nx}{2\pi(x^2+\rho^2)^{3/2}},\qquad \int\sigma\,dA=-n .$$

The total normal field is $F+4\pi\sigma$, and a normal field $E$ pulls the conductor outward with force $E^2/8\pi$ per unit area. Subtracting the pull present without the ion gives the extra outward force on the metal:
$$\frac1{8\pi}\int\left[(F+4\pi\sigma)^2-F^2\right]dA=F\int\sigma\,dA+2\pi\int\sigma^2dA .$$
The first term is $-nF$. For the second,
$$2\pi\int\sigma^2dA=n^2x^2\int_0^\infty\frac{\rho\,d\rho}{(x^2+\rho^2)^3}=n^2x^2\cdot\frac1{4x^4}=\frac{n^2}{4x^2}.$$
The charge that the ion induces on the distant counter-electrode is negligible, so the force on the ion is opposite to that on the metal:
$$f(x)=nF-\frac{n^2}{4x^2}.$$

Without the field, the energy is $K_n$ at large distance. Integrating the image force inward from there gives
$$K_n-\int_\infty^x\left(-\frac{n^2}{4x'^2}\right)dx'=K_n-\frac{n^2}{4x}.$$
The applied potential is measured from that of the metal and is zero at $x=0$. Carrying charge $n$ from there to $x$ therefore adds $-nFx$. $\square$

The direct interaction of $n$ and $-n$ at separation $2x$ would be $-n^2/2x$. The image energy is half of this because the induced charge is proportional to the charge of the ion. If the ion is charged up from zero at fixed $x$, the induced charge gives a potential $-q/2x$ at the ion when its charge is $q$, and $\int_0^n(-q/2x)\,dq=-n^2/4x$. The applied field is present whether or not the ion is, so its term carries no such half.

## Proof of the theorem

The hump is the point where the force vanishes:
$$nF=\frac{n^2}{4x_h^2}\quad\Longrightarrow\quad x_h=\frac12\sqrt{\frac nF}.$$
Since $U''(x)=-n^2/2x^3<0$ for all $x>0$, this stationary point is the unique maximum. At the hump the two lowering terms are equal:
$$\frac{n^2}{4x_h}=\frac{n^2}{2}\sqrt{\frac Fn}=\frac12n^{3/2}F^{1/2},\qquad nFx_h=\frac12n^{3/2}F^{1/2}.$$
Hence $U(x_h)=K_n-n^{3/2}F^{1/2}$. By A3 the bound atom stays at energy zero, and by A4 the path passes over this maximum, so its height is $Q_n$. Setting $Q_n=0$ gives $n^3F_n=K_n^2$. $\square$

For $n=1$ the lowering is $F^{1/2}$, the Schottky lowering of an electron barrier. For charge $n$ it is larger by $n^{3/2}$: the image term carries $n^2$ and the field term $n$, and the balance between them combines the two powers.

Two further forms are useful. Substituting $n^{3/2}=K_n/F_n^{1/2}$ gives
$$Q_n=K_n\left[1-\left(\frac F{F_n}\right)^{1/2}\right].$$
Differentiating gives $dQ_n/dF=-\tfrac12n^{3/2}F^{-1/2}=-nx_h$, so a small rise in field lowers the barrier by the work it does on charge $n$ over the distance to the hump.

As $F\to0$ the height of the hump tends to $K_n$ and its position moves to infinity. If $K_n>\Lambda$, as for vanadium below, A4 fails before this limit is reached, and the hump is then no longer the barrier. Above $F_n$ the formula turns negative, which means that no barrier is left in the model.

## Corollary: charge state and rate

At low temperature the barrier must be nearly zero, and the model selects the charge with the smallest $F_n$. Double charge wins over single charge when $K_2^2/8<K_1^2$, that is, when $K_2<2^{3/2}K_1\approx2.83K_1$. Triple charge wins over double when $K_3<(3/2)^{3/2}K_2\approx1.84K_2$.

For thermal escape at rate $k=\nu\exp(-Q_n/k_BT)$, with the attempt rate $\nu$ held fixed, a chosen rate needs the barrier $Q=k_BT\ln(\nu/k)$. The field that supplies it is
$$F=F_n\left(1-\frac Q{K_n}\right)^2,$$
and the sensitivity of the rate to field is
$$\frac{d\ln k}{d\ln F}=-\frac F{k_BT}\frac{dQ_n}{dF}=\frac{n^{3/2}F^{1/2}}{2k_BT}.$$

## Proposition: when the hump is the barrier

Assumption A4 can be made precise. Let $V(x)$ be the energy of the neutral atom, rising steadily from zero at its bound position $x_b$ towards $\Lambda$. Suppose that $U(x_b)>0$ and that the system follows the lower of the two curves. The barrier is then
$$B=\max_{x\ge x_b}\min[V(x),U(x)].$$

**Proposition.** $B\le Q_n$, with equality if and only if $x_h\ge x_b$ and $V(x_h)\ge Q_n$.

*Proof.* The smaller of $V$ and $U$ never exceeds $U$, and $U\le Q_n$, so $B\le Q_n$. If both conditions hold, the lower curve at $x_h$ is the ionic one, with height $Q_n$, and the bound is reached. If either fails, it is not reached: away from $x_h$ we have $U<Q_n$, and at $x_h$, if that point is accessible, $V<Q_n$. $\square$

Because $V<\Lambda$ at finite distance, equality requires $Q_n<\Lambda$. This is necessary but not sufficient. If $x_h\ge x_b$ but $V(x_h)<Q_n$, the curves cross outside the hump, where $V$ rises and $U$ falls, and the barrier is the energy of that crossing.

## Worked example: vanadium in an atom probe

The inputs are rough values for vanadium: $\Lambda=5.3$ eV, ionisation energies 6.7, 15 and 29 eV, and $\phi=4.3$ eV. In units of eV, nm and V/nm, let $C=e^2/4\pi\varepsilon_0=1.440$ eV nm. The image energy becomes $-n^2C/4x$, so the lowering is $\sqrt{n^3CF}$, with $F_n=K_n^2/(n^3C)$ and $x_h=\tfrac12\sqrt{nC/F}$. Then
$$K_1=5.3+6.7-4.3=7.7\ \text{eV},$$
$$K_2=5.3+21.7-8.6=18.4\ \text{eV},$$
$$K_3=5.3+50.7-12.9=43.1\ \text{eV}.$$
The zero-barrier fields are
$$F_1=\frac{7.7^2}{1.440}=41.2,\quad F_2=\frac{18.4^2}{8(1.440)}=29.4,\quad F_3=\frac{43.1^2}{27(1.440)}=47.8\ \text{V/nm}.$$
Double charge is selected, at 29.4 V/nm or 0.0572 atomic units. This agrees with the inequalities: 18.4 is below $2.83\times7.7=21.8$, while 43.1 is above $1.84\times18.4=33.9$. Since $F_n\propto K_n^2$, an error of 0.5 eV in $K_2$ moves $F_2$ by about 5%. The rounding of the inputs is already of this order: with $\Lambda=5.31$ eV and the tabulated ionisation energies 6.75 and 14.63 eV, $F_2$ becomes 28.4 V/nm, and double charge is still selected. The digits below belong to the rounded inputs.

For $n=2$ the barrier is 7.67, 5.25, 3.22 and 1.43 eV at 10, 15, 20 and 25 V/nm. It falls below $\Lambda$ at 14.9 V/nm; at lower fields the hump cannot be the barrier on the lower curve.

Take $T=60$ K, $\nu=10^{13}$ s$^{-1}$ and a chosen rate of $10^4$ s$^{-1}$. The required barrier is $5.17\ \text{meV}\times\ln10^9=0.107$ eV, and the working field is
$$29.39\left(1-\frac{0.1071}{18.40}\right)^2=29.05\ \text{V/nm},$$
about 1.2% below $F_2$. The sensitivity there is 1769, so a field rise of 0.1% multiplies the rate by $e^{1.77}\approx5.9$.

The preferred charge depends on the required barrier. The barriers for $n=1$ and $n=2$ are equal when $\sqrt{CF}=(18.4-7.7)/(2^{3/2}-1)=5.85$ eV, which is at 23.8 V/nm, and both are then 1.85 eV. With the same two rates, that barrier corresponds to $60\times1.848/0.1071\approx1035$ K. The formula therefore favours single charge only in much hotter operation, and at the changeover its hump lies at 0.12 nm, inside the atomic radius assumed below.

## Where the picture fails

**Repulsion.** At $F_2$ the hump is at 0.157 nm, hardly outside a rough atomic radius $a=0.13$ nm. Add a repulsion $B_r/x^9$ and choose $B_r=n^2Ca^8/36$, which puts the ionic minimum at $x=a$ when the field is zero. Here $a$ is measured from the electrical surface. With $s=a/x$, the condition for zero force becomes
$$F=\frac{nC}{4a^2}s^2(1-s^8).$$
The right side is largest where $2s-10s^9=0$, so $s^8=1/5$, and its maximum is $0.535\,nC/4a^2=22.8$ V/nm. Above this field the ionic curve has no hump. The image-hump picture therefore fails at the predicted evaporation field itself, for this radius and repulsion law. A hump would survive at $F_2$ only for $a$ below 0.114 nm.

As long as A3 is kept, the repulsion also decides which state is lowest at the bound position. At $x=a$ and the working field, the point-charge curve gives $18.40-11.08-7.55=-0.23$ eV, below the neutral atom, so the condition $U(x_b)>0$ fails. The repulsion adds 1.23 eV and raises this to 1.00 eV, from which the ionic curve falls outward without a hump. A barrier remains where it meets the rising neutral curve, somewhere below 1.0 eV, and its height depends on the neutral curve, which the theorem does not contain. The value 29.4 V/nm is thus an estimate from the energy balance, not a computed escape barrier.

**Charge exchange.** Consider the $n=2$ curve at 20.6 V/nm, without repulsion, and describe the neutral atom by $V=\Lambda[1-e^{-b(x-a)}]^2$ with a chosen $b=15$ nm$^{-1}$. The hump is 3.01 eV high at 0.187 nm, where $V$ is only about 1.8 eV. A scan of the lower curve puts the barrier at the crossing, 2.83 eV at 0.22 nm. For these two curves the hump formula is 6% too high, as the proposition requires in direction. The singly charged curve is left out of this comparison. At this field, below the changeover at 23.8 V/nm, it meets the neutral curve at only 1.89 eV, near 0.19 nm, and falls from there outward. The value 2.83 eV therefore belongs to direct transfer of two electrons, not to the easiest escape.

**Polarisation.** The field also lowers the bound atom. Treat the atom as an isolated conducting sphere. Its surface charge must cancel $F$ at the centre, which requires $\int\sigma\cos\theta\,dA=a^2F$ in atomic units. Its dipole is $a\int\sigma\cos\theta\,dA=a^3F$, and the induced energy is $-\tfrac12a^3F^2$. In practical units the depth is $a^3F^2/2C=0.66$ eV at $F_2$. Adding this depth to $Q_2$ and solving numerically for zero barrier gives 31.9 V/nm, 9% higher. The effect depends strongly on the charge: for $n=1$ the same correction leaves a barrier of at least 1.1 eV at every field, with the minimum near 54 V/nm. It depends as strongly on the shape assumed, because the bound atom is not isolated. A hemisphere of radius $a$ on the surface has half the depth and gives 30.5 V/nm for $n=2$. A full sphere touching the surface has 2.40 times the depth, 1.58 eV at $F_2$, and gives 39.0 V/nm. The polarisability of a free vanadium atom, roughly 0.013 nm$^3$, is about six times $a^3$; used in place of $a^3$ it would leave an $n=2$ barrier of at least 3.8 eV at every field, though a free-atom value does not describe an atom bound in the metal. The ion's own polarisability would not offset this in the image model. At the hump the applied field and the field of the image charge cancel, so no dipole is induced there; elsewhere polarisation only lowers the ionic curve, and the height of its maximum is unchanged.

**Tunnelling.** Since $x_h^3=n^{3/2}/8F^{3/2}$, the curvature at the hump is
$$U''(x_h)=-\frac{n^2}{2x_h^3}=-4n^{1/2}F^{3/2}.$$
For an ion of mass $M$ this defines $\omega=(4n^{1/2}F^{3/2}/M)^{1/2}$. With $M=51$ u at the working field, $\hbar\omega=24.6$ meV. A parabolic barrier transmits a particle at energy $E$ above its top with probability $1/(1+e^{-2\pi E/\hbar\omega})$. Averaging this over a thermal flux, with $y=E/k_BT$ and $u=\hbar\omega/k_BT$, multiplies the classical rate by
$$\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/u}}=\frac{u/2}{\sin(u/2)},\qquad u<2\pi .$$
The substitution $t=e^{-2\pi y/u}$ turns the left side into $(u/2\pi)\int_0^\infty t^{u/2\pi-1}(1+t)^{-1}dt$, and Euler's integral $\int_0^\infty t^{p-1}(1+t)^{-1}dt=\pi/\sin\pi p$ gives the right side. Here $u=4.76$ and the factor is 3.4, equivalent to a field change of only 0.02 V/nm. This covers the hump alone. If $\nu$ is the frequency of a harmonic vibration of the bound atom, then $u_0=h\nu/k_BT=8.0$, and quantising that vibration multiplies the rate by a further $\sinh(u_0/2)/(u_0/2)=6.8$; both factors together correspond to 0.05 V/nm. The expression diverges at $u=2\pi$, or 45 K, so near and below that temperature the classical rate law needs replacement even if the hump exists.

**Apex curvature.** For a sphere of radius $R$ at fixed potential, the image energy is $-(n^2C/4x)/(1+x/2R)$ and the field energy is $-nFx/(1+x/R)$. To first order in $x/R$ the barrier rises by $n^2C/8R+nFx_h^2/R$. Since $x_h^2=nC/4F$, this is $3n^2C/8R$, or 0.043 eV for $R=50$ nm.

## Relation to a real instrument

Apex radii of some tens of nanometres, temperatures of some tens of kelvin and fields of some tens of volts per nanometre are the usual regime of atom-probe work on metals, so the example is typical in size. Real tips break A2, because the ion starts within about an atomic radius of the surface. Of the neglected effects whose field shift was found here, polarisation is the largest, at about 1 to 10 V/nm depending on the shape assumed for the bound atom; the loss of the hump removes the meaning of the barrier height rather than adding a known correction. The detected charge is not a direct test of the selected $n$ either, since an ion can lose further electrons in flight. The 9% shift found for polarisation belongs to the isolated-sphere model of this example and is not a general error margin. The formula gives at best a rough estimate of the field and of the preferred charge. It cannot predict rates: at a sensitivity of 1769, an error of 1% in field already changes the rate by more than seven powers of ten.
